# Kittel's Square-Root Law for Stripe Domains in a Ferroelectric Plate

A ferroelectric plate without electrodes, polarized along its normal, carries bound charge of one sign on its upper face and of the other sign on its lower face. The field of these charges opposes the polarization and fills the whole plate. The plate can lower this energy by dividing into stripes of alternating polarization, because the field of alternating charge decays within a short distance of each face. Every stripe, however, adds a domain wall. Narrow stripes cost wall energy, wide stripes cost field energy, and the question is which width is best and how it depends on the plate's thickness.

## The model and its energy

Let the plate occupy $-d/2<z<d/2$ in vacuum. Its stripes have equal width $w$, so the period is $2w$. The spontaneous polarization is $\mathbf P_0=\pm P\hat{\mathbf z}$, and the walls are thin planes parallel to $z$ that run from face to face. There is no free or adsorbed charge. All energies below are per unit plate area and include both faces, unless one face is named. Units are SI.

One wall of area $d$ per unit length occurs in each interval $w$. If a wall costs $\gamma$ per unit of its own area, with $\gamma$ independent of $w$ and $d$, then

$$F_{\rm wall}=\frac{\gamma d}{w}.$$

The crystal also responds to the field. Let $\mathbf p$ be the induced polarization, added to $\mathbf P_0$. For small $\mathbf p$ its energy density is $\sum_i p_i^2/(2\varepsilon_0\chi_i)$, with $\chi_i=\varepsilon_i-1$, where $\varepsilon_x$ and $\varepsilon_z$ are the relative permittivities about the spontaneous state. Adding the field energy gives

$$W=\int\left[\frac{\varepsilon_0E^2}{2}+\sum_i\frac{p_i^2}{2\varepsilon_0\chi_i}\right]dV .$$

The field satisfies $\mathbf E=-\nabla\phi$ and $\nabla\cdot(\varepsilon_0\mathbf E+\mathbf P_0+\mathbf p)=0$. Vary $\mathbf p$. Since $\varepsilon_0\delta\mathbf E+\delta\mathbf p$ has no divergence, integration by parts gives $\int\mathbf E\cdot(\varepsilon_0\delta\mathbf E+\delta\mathbf p)\,dV=0$. The field energy therefore changes by $-\int\mathbf E\cdot\delta\mathbf p\,dV$, and $\delta W=0$ requires $p_i=\varepsilon_0\chi_iE_i$. This is a minimum because $W$ is a positive quadratic form in the fields.

At the minimum, $W=\tfrac12\int\mathbf E\cdot(\varepsilon_0\mathbf E+\mathbf p)\,dV$. The same integration by parts shows that $\int\mathbf E\cdot(\varepsilon_0\mathbf E+\mathbf p+\mathbf P_0)\,dV=0$, so

$$W=-\frac12\int\mathbf E\cdot\mathbf P_0\,dV=\frac12\int\nabla\phi\cdot\mathbf P_0\,dV=\frac12\int_{\rm faces}\sigma\phi\,dA .$$

Here $\sigma=\mathbf P_0\cdot\mathbf n=\pm P$. The walls contribute nothing, since $\mathbf P_0$ is parallel to them. Thus

$$F_{\rm dep}=\frac12\sum_{\rm faces}\langle\sigma\phi\rangle ,$$

where the brackets denote an average over $x$.

For a single uniform domain, zero displacement gives $E_z=-P/(\varepsilon_0\varepsilon_z)$. The face potentials are $\pm Pd/(2\varepsilon_0\varepsilon_z)$, and the energy is $P^2d/(2\varepsilon_0\varepsilon_z)$. It grows in proportion to the thickness.

Two combinations of the permittivities will recur:

$$g=\sqrt{\varepsilon_x\varepsilon_z},\qquad s=\sqrt{\varepsilon_x/\varepsilon_z},\qquad \varepsilon_zs=g .$$

## First derivation: harmonics of the face charge

Place a wall at $x=0$ and a positive stripe of the upper face at $0<x<w$. The charge is a square wave, $\sigma=\sum_n\sigma_n\sin k_nx$ with $k_n=n\pi/w$ and

$$\sigma_n=\frac2w\int_0^wP\sin\frac{n\pi x}{w}\,dx=\frac{2P}{n\pi}(1-\cos n\pi)=\frac{4P}{n\pi}\quad(n\text{ odd}),$$

while even $n$ give zero. The lower face has the opposite charge, so $\phi$ is odd in $z$.

Inside, $\varepsilon_x\phi_{xx}+\varepsilon_z\phi_{zz}=0$. A harmonic $\sin k_nx$ then varies in $z$ with the rate $sk_n$. Outside, Laplace's equation gives decay at the rate $k_n$. With $\phi_n$ the amplitude at the upper face,

$$\phi^{\rm in}=\phi_n\sin(k_nx)\frac{\sinh(sk_nz)}{\sinh(sk_nd/2)},\qquad
\phi^{\rm out}=\phi_n\sin(k_nx)\,e^{-k_n(z-d/2)} .$$

The linear displacement $-\varepsilon_0\varepsilon_z\partial_z\phi$, with $\varepsilon_z$ replaced by 1 outside, jumps upward by $\sigma$ across the face. Hence

$$\varepsilon_0k_n\phi_n+\varepsilon_0\varepsilon_zsk_n\coth\!\left(\frac{sk_nd}{2}\right)\phi_n=\sigma_n,$$

$$\phi_n=\frac{\sigma_n}{\varepsilon_0k_n\left[1+g\coth(sk_nd/2)\right]} .$$

The mean of $\sin^2$ is $\tfrac12$, so each face contributes $\tfrac14\sum\sigma_n\phi_n$ and the two together $\tfrac12\sum\sigma_n\phi_n$. Inserting $\sigma_n^2/k_n=16P^2w/(\pi^3n^3)$,

$$F_{\rm dep}=\frac{8P^2w}{\pi^3\varepsilon_0}\sum_{n\ \rm odd}\frac{1}{n^3\left[1+g\coth(n\pi sd/2w)\right]} .$$

This holds for any ratio $d/w$ within the linear model. It has two simple limits.

**Wide stripes, $w\gg sd$.** For the harmonics that carry the sum, $\coth y\approx1/y$, and the bracket becomes $2gw/(n\pi sd)=2\varepsilon_zw/(n\pi d)$. Using $\sum_{\rm odd}n^{-2}=\pi^2/8$,

$$F_{\rm dep}\to\frac{8P^2w}{\pi^3\varepsilon_0}\,\frac{\pi d}{2\varepsilon_zw}\,\frac{\pi^2}{8}=\frac{P^2d}{2\varepsilon_0\varepsilon_z},$$

which is the uniform-plate energy.

**Narrow stripes, $w\ll sd$.** Now $\coth\to1$, with a correction of order $e^{-\pi sd/w}$. Splitting off the even terms gives $\sum_{\rm odd}n^{-3}=(1-\tfrac18)\zeta(3)=\tfrac78\zeta(3)$, so

$$F_{\rm dep}=aw,\qquad a=\frac{7\zeta(3)P^2}{\pi^3\varepsilon_0(1+g)} .$$

The energy no longer contains $d$: each face sees its own charge alone. The total is $F(w)=\gamma d/w+aw$, with

$$F'(w)=-\frac{\gamma d}{w^2}+a,\qquad F''(w)=\frac{2\gamma d}{w^3}>0 .$$

Setting $F'=0$ gives Kittel's law,

$$\boxed{\,w=\sqrt{\ell d},\qquad \ell=\frac{\gamma}{a}=\frac{\pi^3\varepsilon_0(1+g)\gamma}{7\zeta(3)P^2}\,}$$

The condition $w\ll sd$ now reads $\sqrt{d/\ell}\gg1/s$, so the law needs plates much thicker than $\ell/s^2$. It gives the best width among stripes with straight walls. Thick enough plates do better by branching near the faces, as estimated below.

Equal widths were assumed, and this can be justified at fixed period. Let the up stripes fill a fraction $\tfrac12+u$. The mean charge density $2uP$ adds $2u^2P^2d/(\varepsilon_0\varepsilon_z)$. The harmonics become $4P\sin[\pi n(\tfrac12+u)]/(\pi n)$ in magnitude, and their energy is $8P^2w/[\pi^3\varepsilon_0(1+g)]$ times $\sum_n\sin^2[\pi n(\tfrac12+u)]/n^3$. To second order in $u$ this sum falls by $\pi^2u^2\ln2$, because $\sum_n(-1)^{n+1}/n=\ln2$. Equal widths are therefore stable against this change if

$$d>\frac{4\ln2}{\pi}\,\frac{\varepsilon_z}{1+g}\,w .$$

Since $\varepsilon_z/(1+g)<1/s$, the condition is met when $sd\gg w$, which is also the range where this thick-plate estimate applies.

## Second derivation: line charges on one face

Assume from the start that the faces are far apart compared with the depth of their fields, and look at one face as the boundary between two half-spaces. Put a line charge $\lambda$ per unit length on it at $x=0$, and measure $z$ from this face. Try

$$\phi^{\rm out}=-\frac C2\ln(x^2+z^2),\qquad \phi^{\rm in}=-\frac C2\ln(x^2+s^2z^2).$$

The second form solves the inner equation, because $Z=sz$ turns it into Laplace's equation. The two agree at $z=0$. The flux into vacuum through a half-circle is $\pi\varepsilon_0C$. The flux into the crystal through a plane at depth $h$ is

$$\varepsilon_0\varepsilon_zC\int_{-\infty}^{\infty}\frac{s^2h\,dx}{x^2+s^2h^2}=\pi\varepsilon_0\varepsilon_zsC=\pi\varepsilon_0gC .$$

Their sum is $\lambda$, so $C=\lambda/[\pi\varepsilon_0(1+g)]$, and the field along the face is $E_x=C/x$.

Now superpose the stripes. The stripe $mw<x'<(m+1)w$ has charge density $(-1)^mP$ and contributes

$$\frac{(-1)^mP}{\pi\varepsilon_0(1+g)}\Bigl[\ln|x-mw|-\ln|x-(m+1)w|\Bigr].$$

Each wall is shared by two stripes, whose contributions add. Differentiating removes the end terms of a long array:

$$\frac{dE_x}{dx}=\frac{2P}{\pi\varepsilon_0(1+g)}\sum_m\frac{(-1)^m}{x-mw}
=\frac{2P}{\pi\varepsilon_0(1+g)}\,\frac{\pi/w}{\sin(\pi x/w)} .$$

By mirror symmetry $E_x=0$ at the stripe's centre, $x=w/2$. Integration from there gives

$$E_x=\frac{2P}{\pi\varepsilon_0(1+g)}\ln\tan\frac{\pi x}{2w},\qquad 0<x<w .$$

The potential vanishes at both walls by antisymmetry. The energy of this face is therefore

$$U=\frac{P}{2w}\int_0^w\phi\,dx=\frac{P}{2w}\int_0^wxE_x\,dx,$$

where integration by parts used $\phi'=-E_x$. With $t=\pi x/2w$,

$$U=\frac{P}{2w}\,\frac{2P}{\pi\varepsilon_0(1+g)}\,\frac{4w^2}{\pi^2}\,J,\qquad J=\int_0^{\pi/2}t\ln\tan t\,dt .$$

Use $\ln\tan t=-2\sum_{\rm odd}\cos(2nt)/n$. For odd $n$,

$$\int_0^{\pi/2}t\cos2nt\,dt=\left[\frac{t\sin2nt}{2n}+\frac{\cos2nt}{4n^2}\right]_0^{\pi/2}=-\frac1{2n^2},$$

so $J=\sum_{\rm odd}n^{-3}=\tfrac78\zeta(3)$ and

$$U=\frac{7\zeta(3)P^2w}{2\pi^3\varepsilon_0(1+g)}=\frac{aw}{2}.$$

Two faces give $aw$, as before. The minimum follows without calculus by completing a square:

$$\frac{\gamma d}{w}+aw=\left(\sqrt{\frac{\gamma d}{w}}-\sqrt{aw}\right)^2+2\sqrt{a\gamma d}.$$

The square vanishes when the two energies are equal. This gives $w=\sqrt{\gamma d/a}$ again, and the minimum energy is $2\sqrt{a\gamma d}$. It grows as $\sqrt d$, more slowly than the uniform-plate energy.

## What each derivation assumes

Both take sharp walls, fixed $\gamma$, linear and local response, and no screening charge. The harmonic derivation needs a periodic pattern but keeps the coupling between the faces, so it shows where the law ends. The line-charge derivation discards that coupling at the outset. In return, its field law $E_x=C/x$ can also be summed for parallel stripes of unequal width, provided they are narrow compared with $sd$ and the face charge averages to zero over distances short compared with $sd$.

The second view also shows why the exponent is more robust than the prefactor. An isolated face has no length except $w$. If the pattern keeps its shape when all distances scale with $w$, and the energy density depends only on local fields and polarization, the energy per face area is proportional to $w$. Nonlinear response then changes $a$, but not $w\propto\sqrt d$. Wall thickness brings in another length, and branching near the faces changes the wall area; either can break the argument.

## A 25 nm plate

Take rough room-temperature values in the regime of lead titanate: $P=75\ \mu$C/cm$^2$, $\gamma=130$ mJ/m$^2$, $\varepsilon_x=120$ and $\varepsilon_z=80$. Then $g=\sqrt{120\times80}=97.98$ and $s=1.225$. With $7\zeta(3)/\pi^3=0.2714$ and $P=0.75$ C/m$^2$,

$$a=\frac{0.2714\,(0.75)^2}{8.854\times10^{-12}\times98.98}\ \text{J/m}^3=174\ \text{mJ/m}^2\text{ per nm},$$

$$\ell=\frac{130}{174.2}\ \text{nm}=0.746\ \text{nm},\qquad w=\sqrt{0.746\times25}\ \text{nm}=4.32\ \text{nm}.$$

The period is 8.6 nm. Wall and depolarization energies are each 752 mJ/m$^2$, together 1505 mJ/m$^2$.

Numerical minimization with the full finite-thickness sum gives the same width to the digits quoted. It gives 2.7 nm for a 10 nm plate and 8.6 nm for a 100 nm plate, both with straight walls. At $d=4\ell=3.0$ nm the width exceeds Kittel's value by 0.4%, and at $d=2\ell=1.5$ nm by 3%. With a lattice constant near 0.4 nm, such plates are about seven and four unit cells thick, where a continuum model is itself doubtful.

## Where the prefactor is weak

**Linear response.** Just inside a face, harmonic $n$ has normal field $sk_n\phi_n=s\sigma_n/[\varepsilon_0(1+g)]$ in magnitude. The factor is the same for every $n$, so the field is again a square wave, of size

$$E_{\rm face}=\frac{sP}{\varepsilon_0(1+g)}=10.5\ \text{MV/cm}.$$

The induced polarization there is $\chi_zs/(1+g)=0.98$ of $P$ and opposes it. This is not a small response. It decays into the plate, and its slowest harmonic falls by a factor $e$ over a depth $w/(\pi s)=1.1$ nm. The in-plane response is no smaller. The mean of $\ln^2\tan t$ over $0<t<\pi/2$ is $\pi^2/4$, so along the face $p_x=\varepsilon_0\chi_xE_x$ has the root-mean-square value $\chi_xP/(1+g)=1.2P$.

A quartic Landau well, a rough model of lead titanate, shows the size of the fault:

$$f(P_z)=\frac{(P_z^2-P^2)^2}{8\varepsilon_0\chi_zP^2}.$$

Its curvature at $P_z=\pm P$ is $1/(\varepsilon_0\chi_z)$, as the linear model requires. The steepest slope between the wells is at $P_z=P/\sqrt3$ and gives an intrinsic coercive field $P/(3\sqrt3\,\varepsilon_0\chi_z)=2.1$ MV/cm, well below $E_{\rm face}$.

To bound the face energy in this well, let the total displacement have normal part $\pm Ph(\zeta)$ at depth $\zeta$, with $h(0)=0$ and $h\to1$, and set $P_z$ equal to it. No field then enters the vacuum. Zero divergence makes $D_x$ a triangle wave in $x$ with slopes $\pm Ph'$ and mean square $P^2h'^2w^2/12$. The in-plane response is kept linear, so the field and response energy of this component is $D_x^2/(2\varepsilon_0\varepsilon_x)$ per unit volume. For a given polarization, the true curl-free field has the least energy of all fields that satisfy the divergence condition, so this trial gives an upper bound:

$$U\le\int_0^\infty\left[\frac{P^2(1-h^2)^2}{8\varepsilon_0\chi_z}+\frac{P^2w^2h'^2}{24\varepsilon_0\varepsilon_x}\right]d\zeta .$$

With $h=\tanh(\zeta/L)$, the integrals of $(1-h^2)^2$ and $h'^2$ are $2L/3$ and $2/(3L)$. Minimizing over $L$ gives

$$U\le\frac43\,\frac{P^2w}{\varepsilon_0\sqrt{192\,\chi_z\varepsilon_x}},$$

which is 0.72 of the linear value $aw/2$. At fixed $\gamma$, and for unbranched patterns that scale with $w$, the width is then at least $4.32/\sqrt{0.721}=5.1$ nm. The bound leaves out gradient energy in the face layer. It also stretches the linear in-plane response: the best $L$ is $w\sqrt{\chi_z/3\varepsilon_x}$, and $D_x$ reaches $Pw/2L\approx1.1P$ where a wall meets the face. Where $P_z$ is small, lead titanate can turn its polarization into the plane at a lower cost than this model charges, so the prefactor for the real crystal is less certain still.

**Wall thickness.** In the quartic well with a squared-gradient energy, a wall has the profile $P\tanh(x/\delta)$, and its gradient and local energies are equal. Hence $\gamma=2\int f\,dx=P^2\delta/(3\varepsilon_0\chi_z)$, and $\delta=0.49$ nm. With the response still linear and local, summing the harmonics of the smoothed charge numerically lowers $F_{\rm dep}$ by 12.5% at fixed $w$. Yet the optimal width falls only to 4.16 nm. The saving arises near the walls, so it acts mainly as a reduction in the cost of a wall and favours more of them. Gradient energy in the induced polarization, left out here, offsets part of the saving.

**Loss of polarization.** The plate could also give up its polarization. In the quartic well this costs $P^2d/(8\varepsilon_0\chi_z)=2513$ mJ/m$^2$, more than the 1505 mJ/m$^2$ of the stripes. The ratio of stripe energy to this cost varies as $d^{-1/2}$, so the two meet near $25\,(1505/2513)^2\approx9$ nm. This comparison takes the stripe energy from the linear model. In the quartic well, the bound above multiplies $a$ by at most 0.72. The meeting thickness is proportional to $a$, so it falls to at most about 6.5 nm, if gradient energy in the face layer is left out. At fixed $a$ and $\gamma$ the meeting thickness varies as the inverse square of the well's depth, so this rough well gives only a rough thickness. It is also not the thickness at which polarization is lost, because stripes can weaken gradually. Write the gradient energy as $\tfrac\kappa2(\partial_xP_z)^2$; equal gradient and local energies in a wall give $\kappa=\delta^2/(4\varepsilon_0\chi_z)$. Take a weak pattern $P_z\propto\cos(\pi z/d)\sin kx$ and the same kind of trial displacement, $D_z=P_z$. Its energy is at most proportional to $-1/(2\varepsilon_0\chi_z)+\kappa k^2+(\pi/d)^2/(\varepsilon_0\varepsilon_xk^2)$. At the best $k$ this is negative for $d>2\pi\delta\sqrt{\chi_z/\varepsilon_x}=2.5$ nm, or 2.9 nm if an equal gradient energy along $z$ is added. In this well, weakened stripes therefore undercut the unpolarized plate down to about 3 nm.

**Branching.** Let each stripe carry a reversed spike at each face, with a shape that scales with $w$. The face energy becomes $eaw$ with $e<1$, and each spike adds a wall length $\Lambda w$. Then $F=\gamma d/w+eaw+2\gamma\Lambda$, and its minimum divided by $2\sqrt{a\gamma d}$ is $\sqrt e+\Lambda\sqrt{\ell/d}$. Spikes win when $d>\ell\Lambda^2/(1-\sqrt e)^2$. For a blunt spike about $0.2w$ wide at the face and $0.4w$ deep, $\Lambda\approx0.85$, and a numerical sum over the harmonics of the face charge and of the charge on the inclined walls gives $e\approx0.74$. The onset is then near $37\ell\approx28$ nm. At 100 nm the energy is 7% lower and the stripes are 16% wider than with straight walls. This gives inclined walls the same $\gamma$, and at onset the spike is about as wide as a wall is thick, so the onset is rough.

**Free carriers.** The potential at a stripe's centre is $-\int_0^{w/2}E_x\,dx=4GPw/[\pi^2\varepsilon_0(1+g)]$, where $G=\sum_j(-1)^j/(2j+1)^2=0.916$. Neighbouring stripes differ by twice this, 2.7 V. A rough band gap of 3.4 eV exceeds that, but the difference grows as $\sqrt d$ and reaches the gap at 38 nm. Carriers held near a face also have kinetic energy from their confinement. In this linear model, and without defect or surface levels in the gap, the thickness at which electrons could move between stripes and screen the charge therefore lies above 38 nm. Levels in the gap can supply carriers in thinner plates. This estimate does not locate the threshold, and the 100 nm result needs that caution.

## Beside a real plate

The chosen values are typical in size for lead titanate, but permittivity and wall energy depend on strain and temperature. Since $w\propto\sqrt\gamma/P$, errors in $P$ matter more than equal relative errors in $\gamma$. The assumption most easily broken is the absence of surface charge. If adsorbed ions or electrons compensate a fraction $\theta$ of the charge on every stripe, and the energy of attaching them does not depend on $w$, then $P$ in $a$ becomes $(1-\theta)P$ and the width becomes $w/(1-\theta)$, provided that this is still well below $sd$. Half compensation doubles the width to 8.6 nm. Nearly complete compensation takes the plate out of the range of Kittel's law.

An insulating substrate of permittivity $\varepsilon_s$, taken as isotropic and linear, replaces $1+g$ by $\varepsilon_s+g$ at one face. Even if that face then cost nothing, $a$ would halve and $w$ would rise by a factor of only $\sqrt2$. Finally, the law describes equilibrium among stripes polarized along the normal. In a stress-free tetragonal plate the polarization can instead lie in the plane, where it leaves no charge on the faces and costs less than the stripes. A real plate therefore needs a constraint, such as in-plane compression by a substrate, that holds the polarization upright. Walls held by defects can keep a width set by the plate's history.

Numbers in the example were calculated in double precision.
